# Screw Dislocations Repelled by a Stiff Elastic Surface

A simulation of dislocations near a coated surface must decide what a screw dislocation does when it comes within a few nanometres of the boundary. With the usual free-surface image force it is pulled out of the crystal. With a stiff bonded coating it can instead be stopped below the surface. If the coating is much thinner than the dislocation depth, the outcome depends on how that depth compares with one length, the surface shear modulus divided by the bulk shear modulus.

## The boundary condition

An isotropic, linear elastic body of shear modulus $\mu$ fills $y>0$, so $y$ is the depth. A straight screw dislocation runs along $z$ through $(0,d)$ with Burgers vector $b$ along $z$. The displacement $w(x,y)$ is along $z$, and the stresses are $\sigma_{xz}=\mu w_{,x}$ and $\sigma_{yz}=\mu w_{,y}$, where a comma denotes a derivative.

The surface is a thin elastic skin bonded to the body. Across a line of constant $x$ it transmits a force $\mu_s w_{,x}$ along $z$ per unit length of line, with $\mu_s>0$ in N/m. Any effect of surface tension on this coefficient is counted in $\mu_s$. A strip of skin of width $dx$ feels the net force $\mu_s w_{,xx}\,dx$ from its neighbours and $\sigma_{yz}\,dx$ from the body, which touches its $+y$ face. Equilibrium requires

$$\mu_s w_{,xx}+\mu w_{,y}=0\quad (y=0),\qquad l\equiv\mu_s/\mu. \tag{1}$$

The skin is assumed not to be cut by slip; the dislocation may approach it but not pass through it. The skin is also assumed to be unstrained while the dislocation is still far below, at a depth much greater than $l$. A coating laid over a dislocation already near the surface is unstrained in that state instead. The skin term in (1) would then have to be measured from that state, and the force and resting depth found below would change.

In the body, equilibrium reads $w_{,xx}+w_{,yy}=0$. This allows a stress function $\varphi$ with

$$w_{,x}=\varphi_{,y},\qquad w_{,y}=-\varphi_{,x}, \tag{2}$$

because the two expressions for $\varphi_{,xy}$, namely $w_{,xx}$ and $-w_{,yy}$, agree. In an infinite body $w=(b/2\pi)\theta$, with $\theta$ the polar angle about the line and $r$ the distance from it. Then $w_{,x}=-(b/2\pi)(y-d)/r^2$ and $w_{,y}=(b/2\pi)x/r^2$, so $\varphi=-(b/2\pi)\ln r$. Unlike $w$, this function is single-valued.

Putting (2) into (1) and dividing by $\mu$ gives $\partial_x(l\varphi_{,y}-\varphi)=0$. The bracket is constant along the surface, and the constant can be absorbed into $\varphi$ without changing any strain:

$$\varphi-l\varphi_{,y}=0\quad (y=0). \tag{3}$$

## Reflection of the field

For $\eta>0$, $\int_0^\infty \cos kx\,e^{-k\eta}dk=\eta/(x^2+\eta^2)$. Integration over $\eta$ shows that, up to a constant, $-\ln r$ is a sum of modes $\cos kx\,e^{-k|y-d|}/k$. The surface adds modes that decay into the body:

$$\varphi=\frac{b}{2\pi}\int_0^\infty\frac{dk}{k}\cos kx\left[e^{-k|y-d|}+A(k)e^{-k(y+d)}\right]. \tag{4}$$

No remote load is applied, so no uniform strain is added. Near the surface $|y-d|=d-y$, and the $y$ derivative gives $+k$ for the first term and $-k$ for the second. Condition (3) then becomes $(1+A)-lk(1-A)=0$, or

$$A(k)=\frac{lk-1}{lk+1}=1-\frac{2}{1+lk}. \tag{5}$$

Since $A(0)=-1$, the bracket in (4) vanishes at $k=0$ and the integral converges there.

Long waves, $lk\ll1$, have $A\approx-1$: they see a free surface. Short waves, $lk\gg1$, have $A\approx+1$: they see a rigid wall. Short waves bend the skin displacement more strongly, and by (1) the restoring force grows as $k^2$, whereas the traction of the body grows as $k$. A dislocation at depth $d$ samples mainly $k\lesssim 1/2d$, so a shallow one meets the rigid response.

The same result can be read as a set of image dislocations. From $1/(1+lk)=\int_0^\infty e^{-t(1+lk)}dt$, the reflected field is that of an image $+b$ at height $d$ above the surface, plus a tail of total strength $-2b$ spread over heights $d+lt$ with weight $e^{-t}$. The total is $-b$. From far below, the whole set looks like the usual opposite image. For a dislocation close to the surface, most of the tail is distant and the like-signed image dominates.

## The force

For a line direction $+z$, the Peach–Koehler force per length has depth component $F=-b\,\sigma_{xz}^{\rm im}$, where the image stress is evaluated at the line. Positive $F$ points into the body. From (2) and (4), $\sigma_{xz}^{\rm im}=-(\mu b/2\pi)\int_0^\infty A\,e^{-2kd}dk$, hence

$$F=\frac{\mu b^2}{2\pi}\int_0^\infty A(k)e^{-2kd}\,dk. \tag{6}$$

The first term of (5) contributes $1/2d$. In the second, let $q=1+lk$ and $s=2d/l$:

$$\int_0^\infty\frac{e^{-2kd}}{1+lk}dk=\frac{e^s}{l}\int_1^\infty\frac{e^{-sq}}{q}dq=\frac{e^sE_1(s)}{l}, \tag{7}$$

which defines the exponential integral $E_1$. Therefore $F=(\mu b^2/2\pi)[1/2d-(2/l)e^sE_1(s)]$, and taking out $1/2d$ gives

$$F=\frac{\mu b^2}{4\pi d}\,g(s),\qquad g(s)=1-2s\,e^sE_1(s). \tag{8}$$

To see how often $g$ changes sign, put $q=1+u/s$ in the definition of $E_1$:

$$s\,e^sE_1(s)=\int_0^\infty e^{-u}\frac{s}{s+u}\,du. \tag{9}$$

For each $u>0$ the fraction increases with $s$, from 0 to 1, and so does the integral. Thus $g$ falls steadily from $+1$ to $-1$ and has a single zero. Numerically,

$$s^*=0.610,\qquad d^*=0.305\,l. \tag{10}$$

The force points into the body for $d<d^*$ and towards the surface for $d>d^*$. The point $d^*$ is therefore a stable resting depth for motion normal to the surface.

**Shallow limit.** For small $s$, $E_1(s)=-\ln s-\gamma+O(s)$, with $\gamma$ Euler's constant, so

$$g\simeq1-\frac{4d}{l}\left[\ln\frac{l}{2d}-\gamma\right],\qquad d\ll l. \tag{11}$$

The leading force is $+\mu b^2/4\pi d$, equal in size and opposite in sign to the free-surface force. The logarithm makes the approach slower than linear in $d$: the full form (8) gives $g=0.977$ at $d=l/1000$, $0.863$ at $l/100$ and $0.403$ at $l/10$. The approximation (11) gives $0.867$ at $l/100$ but $0.587$ at $l/10$, where it is no longer adequate.

**Deep limit.** Expanding the fraction in (9) as $1-u/s+\dots$ gives $s\,e^sE_1\simeq1-1/s$, so

$$F\simeq-\frac{\mu b^2}{4\pi d}\left(1-\frac{l}{d}\right)\simeq-\frac{\mu b^2}{4\pi(d+l)},\qquad d\gg l. \tag{12}$$

To this order the skin acts like a free surface moved outward by $l$. At $d=10l$ the attraction is still 9% weaker than that of a free surface at the true position.

## Energy, including the skin

The skin stores energy too, so it should be shown that (6) is the derivative of the total energy. Create the dislocation by slipping the plane $x=0$ from the line down into the body. The skin is not cut. Because the system is linear, the stored energy equals half the final traction times the slip, integrated over the cut. With the sign of $b$ used here this is $-\tfrac12 b\int\sigma_{xz}\,dy$. The infinite-body part does not depend on $d$ when the cut is long. The image part is

$$W=\frac{\mu b^2}{4\pi}\int_0^\infty dk\,A\int_d^\infty e^{-k(y+d)}dy=\frac{\mu b^2}{4\pi}\int_0^\infty\frac{dk}{k}A\,e^{-2kd}. \tag{13}$$

The integral diverges at small $k$, but by an amount independent of $d$, so energy differences are finite. Differentiation gives $-dW/dd=F$, as in (6).

For a closed form, use $dW/ds=-(l/2)F=(\mu b^2/4\pi)[-1/s+2e^sE_1]$. Since $(e^sE_1)'=e^sE_1-1/s$, the integral of $e^sE_1$ is $e^sE_1+\ln s$, and

$$W=\frac{\mu b^2}{4\pi}\left[\ln s+2e^sE_1(s)\right]+\text{constant}. \tag{14}$$

The stiffness of the energy well follows from (8). At the zero, $F'=(\mu b^2/4\pi d^*)(2/l)g'(s^*)$, where $g'=-2[(1+s)e^sE_1-1]$. There $e^sE_1=1/2s^*$, so $g'=-(1-s^*)/s^*$. With $2/l=s^*/d^*$,

$$W''(d^*)=\frac{\mu b^2}{4\pi}\frac{1-s^*}{d^{*2}}. \tag{15}$$

Formula (14) was tested against a finite-volume solution of the elastic problem that uses neither modes nor images. With $l=40$ mesh cells and depths from 4.5 to 40.5 cells, energies measured from the shallowest depth agreed within $0.0021\,\mu b^2/4\pi$. The lowest energy lay at 12.5 cells, the sampled depth nearest to the predicted 12.20.

## What the skin must carry

From (2), (4) and $1-A=2/(1+lk)$, the surface strain is

$$w_{,x}(x,0)=\frac b\pi\int_0^\infty\frac{\cos kx\,e^{-kd}}{1+lk}\,dk. \tag{16}$$

Its integral over all $x$ is $\pi$ times the $k=0$ value of the integrand, times $b/\pi$, which is $b$. The skin stiffness spreads this displacement but does not reduce its total. The strain is largest at $x=0$, where every cosine equals one. Repeating the substitution in (7) with $d$ in place of $2d$,

$$w_{,x}(0,0)=\frac{b}{\pi l}\,e^{d/l}E_1(d/l). \tag{17}$$

In the skin model this grows logarithmically as $d\to0$; in a film of finite thickness the strain at the interface grows faster once $d$ is less than the thickness. Close enough to the surface the skin, its bond or the linear theory must fail, and the repulsion can no longer be relied on.

## A film of finite thickness

Let the skin be a film of modulus $\mu_f$ in $-h<y<0$ with a free top. A mode in it varies as $\cosh k(y+h)$, which has no traction at $y=-h$. At $y=0$ its traction is $\mu_f k\tanh(kh)\,w$, whereas (1) gives $\mu_s k^2w$. Equation (5) therefore holds with the replacement

$$lk\;\to\;\frac{\mu_f}{\mu}\tanh(kh). \tag{18}$$

For $kh\ll1$ this is the skin with $\mu_s=\mu_fh$. For $kh\gg1$ it gives $A=(\mu_f-\mu)/(\mu_f+\mu)$, which replaces $+1$ as the limit of $g$ when $d\ll h$.

This restricts the claim for real films. If $\mu_f\le\mu$, the right side of (18) stays below one, $A$ is negative for every $k$, and the force is attractive at every depth. The repulsive zone that (10) would predict is then no thicker than $0.305h$, where the skin model does not apply. With $l=\mu_fh/\mu$, the estimate (10) puts $d^*$ deeper than $h$ only if $\mu_f$ exceeds $\mu/0.305$, about $3.3\mu$; with the finite film of (18) the threshold is about $3.6\mu$.

A negative $\mu_s$ lies outside the derivation: (5) then has a pole at $k=1/|l|$, and the boundary condition needs short-wave corrections.

## Example: coated magnesium

Consider an $a$-type screw in magnesium, gliding on the basal plane towards a prism surface coated with titanium nitride. The inputs are rough typical values: $b=0.32$ nm, $c_{44}=16$ GPa, $c_{66}=17$ GPa, $\mu_f=190$ GPa and $h=2$ nm. With $\mu=\sqrt{16\times17}=16.49$ GPa,

$$\mu_s=190\times2=380\ {\rm N/m},\quad l=\frac{380}{16.49}=23.0\ {\rm nm},\quad d^*=0.305\times23.0=7.0\ {\rm nm}.$$

The finite film of (18) gives 6.95 nm instead of 7.03 nm. The driving stress $F/b$, positive for repulsion, is:

| Depth (nm) | Skin (MPa) | Film (MPa) |
|---|---|---|
| 1 | 265 | 249 |
| 5 | 11.0 | 10.5 |
| 10 | −5.8 | −5.9 |
| 25 | −7.9 | −7.9 |
| 100 | −3.4 | −3.4 |

For a free surface, $\mu b/4\pi d$ is 420 MPa divided by the depth in nm, so the stress at 5 nm would be $-84$ MPa. The coating changes it to about $+11$ MPa. The attraction at depths greater than $d^*$ is also weakened; in the skin model it peaks at 8.4 MPa, at a depth of 18 nm. Raising the line from $d^*$ to 1 nm costs 0.56 eV per nm of its length in that model.

At $d^*$, (17) gives a peak film strain of 0.54%, hence a shear stress of $190\times0.0054\approx1.0$ GPa. The interface carries up to about 88 MPa. The barrier exists only if film and bond withstand these loads, which increase as the line is pushed closer.

Several neglected effects can be sized:

- **Elastic anisotropy.** Here $c_{44}w_{,xx}+c_{66}w_{,yy}=0$, so a mode decays at the rate $k\sqrt{c_{44}/c_{66}}$, while its traction still contains $\mu=\sqrt{c_{44}c_{66}}$. Depths are multiplied by $\sqrt{17/16}$, and $d^*$ becomes 7.24 nm. This 3% shift is sensitive to the rounding of the inputs: with $c_{44}=16.4$ and $c_{66}=16.8$ GPa it is about 1%, from 6.98 to 7.07 nm.
- **Lattice friction.** With a rough basal value of 1 MPa, the line can stop anywhere between 6.7 and 7.4 nm. Beyond about 400 nm the attraction is too weak to move it.
- **Temperature.** For a line tension $T=\mu b^2/2$, equipartition over bending waves gives $\langle u^2\rangle=k_B\Theta/(2\sqrt{W''T})$, where $u$ is the displacement from $d^*$ and $\Theta$ the temperature. The rms wander at 300 K is 0.26 nm; a line tension that depends logarithmically on wavelength gives 0.25 to 0.29 nm, depending on the core cutoff.
- **Splitting into partials.** A rough fault energy of 0.035 N/m and Poisson ratio of 0.29 give a separation of 1.0 nm. The screw parts alone then balance at a mean depth of 7.06 nm. The image forces on the edge parts were not computed.
- **Residual film stress.** A uniform film stress produces no $\sigma_{xz}$ or $\sigma_{yz}$ in the body, so to linear order it does not push a pure screw. A stress of 2 GPa is 1.1% of $\mu_f$, so its direct contribution to the skin stiffness is about that size. Any change of the film's elastic constants with stress is not included.

A real coating may not be the continuous, fully stiff and perfectly bonded film assumed here. Grain boundaries, cracks or an interface layer softer than magnesium can weaken its effect, and a soft enough layer can remove the repulsion altogether. In the skin model $d^*$ is proportional to $\mu_s$, so halving $\mu_s$ would bring $d^*$ to about 3.5 nm. An open crack through the film where the slip plane meets it, running along the dislocation, can remove the resting depth altogether, so that the dislocation is drawn towards the crack. The figure of 7 nm describes an intact film with the stated inputs, approached from far below by a dislocation after the coating was made; it is not a measured stand-off distance.

An uncoated surface is a different case. For a trial value $\mu_s=2$ N/m, $d^*=0.305\times2/16.49=0.037$ nm, far smaller than $b$ and inside the dislocation core, where linear elasticity has no meaning. Even to reach $d^*=b$ would take $\mu_s=16.49\times0.32/0.305\approx17$ N/m. With the trial value, a simulation can keep the ordinary attractive image force at depths of a few nanometres or more; the skin makes the true attraction about 4% weaker at 3 nm and 11% weaker at 1 nm. For a stiff, intact, bonded film and a dislocation arriving from far below, it should use (6) with (18), provided the line is a straight screw parallel to the surface, lies well below its core and partial separation, and loads the film and bond within their strength. In the example at 1 nm depth, the splitting alone raises the force on the screw parts from 249 to about 310 MPa, while an unsplit line strains the film by 1.5% (2.9 GPa) and loads the interface to about 760 MPa. The closed form (8) is a good substitute when $d$ is much greater than $h$; between the two resting depths it still gives the wrong sign (in the example, between 6.95 and 7.03 nm, at $d\approx3.5h$), and this interval widens as $d^*$ approaches $h$. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
s* at zero force: 0.61006
d*/l at zero force: 0.30503
bracket at d/l=0.001: 0.9774
bracket at d/l=0.01: 0.8631
bracket at d/l=0.1: 0.4027
bracket at d/l=1: -0.4453
bracket at d/l=10: -0.9087
boundary condition, largest relative error: 9.4e-06
mesh energy error, free surface (mu b^2/4pi): 0.0019
mesh energy error, skin (mu b^2/4pi): 0.0021
mesh energy error, finite film (mu b^2/4pi): 0.0013
mesh minimum for l=40 cells: 12.5 cells
formula minimum for l=40 cells: 12.20 cells
input b: 0.32 nm
input c44, c66: 16, 17 GPa
mean shear modulus mu: 16.49 GPa
input film modulus: 190 GPa
input film thickness: 2.0 nm
mu_s: 380 N/m
l: 23.04 nm
resting depth d*, skin: 7.03 nm
resting depth, finite film: 6.95 nm
resting depth, film 10x thinner, same mu_s: 7.03 nm
mu b^2/4pi: 0.839 eV/nm
F/b in MPa (positive = repulsion): skin, finite film
  d=1 nm: 264.76, 248.54
  d=2 nm: 93.76, 89.54
  d=5 nm: 11.01, 10.45
  d=10 nm: -5.79, -5.89
  d=25 nm: -7.94, -7.94
  d=100 nm: -3.40, -3.40
finite-film bracket as d->0: 0.840
strongest attraction, skin: 8.39 MPa
depth of strongest attraction: 18.0 nm
skin energy rise from d* to 1 nm depth: 0.561 eV/nm
peak film shear strain at d*: 0.536 %
peak film shear stress at d*: 1018 MPa
peak interface shear stress at d*: 88 MPa
resting depth with anisotropy: 7.24 nm
input basal friction: 1.0 MPa
friction-locked band: 6.74 to 7.35 nm
attraction below friction beyond: 397 nm
thermal rms wander at 300 K: 0.26 nm
input fault energy: 0.035 N/m
input Poisson ratio: 0.29
partial separation: 1.02 nm
resting depth, split screw parts only: 7.06 nm
input residual film stress: 2.0 GPa
residual stress/film modulus: 1.1 %
input bare-surface mu_s: 2.0 N/m
bare-surface formal d*: 0.037 nm
```
